PAW Sternheimer equation and static polarizability of hydrogen

**Problem**

A hydrogen atom with a fixed nucleus is placed in a weak static field F along z. The electron is nonrelativistic, spin plays no role, and the perturbation is F z in Hartree atomic units. The polarizability α is defined by the second-order energy, E(F) = E0 − αF²/2.

The ground state is ψ0 = (u0/r) Y00, with u0 = 2r e^(−r) and E0 = −1/2. The radial Hamiltonian is

h_l = −½ d²/dr² + l(l+1)/(2r²) − 1/r.

In the projector augmented-wave (PAW) description, a smooth potential ṽ replaces −1/r inside a radius rc, which turns h_l into h̃_l. Each partial wave φ_i has a smooth partner φ̃_i that joins it at rc with equal value and equal first three derivatives. Projectors p_i vanish outside rc and satisfy ⟨p_i|φ̃_j⟩ = δ_ij. A radial function is rebuilt from its smooth counterpart by

u = ũ + Σ_i (φ_i − φ̃_i) ⟨p_i|ũ⟩.

The s channel has the single partial wave u0, with smooth partner ũ0 and projector p_s.

(a) Reduce the all-electron first-order equation to a radial one, solve it, and find α.
(b) Write the radial PAW Sternheimer equation.
(c) Which p partial waves allow it to reproduce the response without error?
(d) Construct the projectors and prove that the equation is then satisfied at every r.
(e) Evaluate α in the PAW form for rc = 1.5 bohr, and examine what happens with p waves taken at fixed energies.

**Solution**

**(a) All-electron response**

The first-order energy ⟨ψ0|Fz|ψ0⟩ vanishes by parity, so

(H0 − E0) ψ1 = −F z ψ0.

Since z = r cosθ and cosθ Y00 = Y10/√3, the source is a pure p function. Writing ψ1 = F (w/r) Y10/√3 removes the common factors:

(h_1 − E0) w = −r u0 = −2r² e^(−r).

The second-order energy is ⟨ψ0|Fz|ψ1⟩ = −αF²/2. The source and ψ1 each carry a factor 1/√3, hence

α = −(2/3) ∫₀^∞ u0 r w dr.

Try w = −P e^(−r) with P = a r² + b r³. Because w″ = −(P″ − 2P′ + P) e^(−r), the terms ±½P cancel and

(h_1 + ½) w = −e^(−r) [−½P″ + P′ + P/r² − P/r].

The constant terms in the bracket are −a + a = 0. The terms in r are −3b + 2a + b − a = a − 2b, and those in r² are 3b − b = 2b. The bracket must equal 2r², so b = 1 and a = 2:

w = −(2r² + r³) e^(−r).

Could a homogeneous solution be added? A regular one starts as r² and obeys

φ″ = (2/r² − 2/r + 1) φ.

With x = 1/r the factor is 2x² − 2x + 1, whose discriminant 4 − 8 is negative, so it is positive everywhere. The solution therefore starts upward, stays convex and grows without bound. It cannot be added to a decaying response, and w is unique.

The polarizability follows from ∫₀^∞ rⁿ e^(−2r) dr = n!/2^(n+1):

α = (2/3) ∫₀^∞ (4r⁴ + 2r⁵) e^(−2r) dr = (2/3)(3 + 15/4) = 9/2.

**(b) The PAW equation**

Let ⟨f|g⟩_c denote the integral of f g from 0 to rc. The one-centre corrections replace smooth integrals by true ones:

D_ij = ⟨φ_i|h_l φ_j⟩_c − ⟨φ̃_i|h̃_l φ̃_j⟩_c
Q_ij = ⟨φ_i|φ_j⟩_c − ⟨φ̃_i|φ̃_j⟩_c
Z_i = ⟨φ_i|r u0⟩_c − ⟨φ̃_i|r ũ0⟩_c

The Hamiltonian becomes h̃_l + Σ|p_i⟩D_ij⟨p_j| and the overlap 1 + Σ|p_i⟩Q_ij⟨p_j|. The radial dipole operator from s to p becomes r + Σ|p_i⟩Z_i⟨p_s|. These additive forms reproduce all-electron matrix elements when the smooth functions inside rc are combinations of the φ̃_i. Parts (c) and (d) together must secure this condition for the response.

The nucleus does not move, so the partial waves and projectors do not depend on F and the overlap has no first-order change. A displaced atom would carry its projectors along and add such terms. With K_ij = D_ij − E0 Q_ij and ⟨p_s|ũ0⟩ = 1, the first-order equation is

(h̃_1 − E0) w̃ + Σ_ij p_i K_ij ⟨p_j|w̃⟩ = −r ũ0 − Σ_i p_i Z_i.

The unperturbed s equation must also hold. Put χ_s = (E0 − h̃_0) ũ0 and p_s = χ_s/⟨ũ0|χ_s⟩. Since (h_0 − E0)u0 = 0, the s-channel correction is K_s = −⟨ũ0|(h̃_0 − E0)ũ0⟩_c = ⟨ũ0|χ_s⟩. The left side of the s equation is then −χ_s + p_s K_s = 0 inside rc, as required.

**(c) The p partial waves**

Inside rc, every regular solution of the equation for w is one driven solution plus a multiple of the homogeneous one. Two waves therefore span the response there. The span alone does not make the PAW solution exact: the projectors must also be built as in part (d), since duality by itself does not force w̃ to be a combination of the smooth waves. The single wave w would span it too, but it presupposes the answer. The two waves are:

(h_1 − E0) φ_h = 0, with φ_h = r² + …
(h_1 − E0) φ_d = −r u0, with no r² term in φ_d.

Insert Σ a_k r^k into u″ = (2/r² − 2/r + 1)u + 4r² e^(−r), where the last term is absent for φ_h. The coefficient a_2 is free, and the next two orders give

4a_3 = −2a_2
10a_4 = −2a_3 + a_2 + 4 (without the 4 for φ_h).

Thus φ_h = r² − r³/2 + r⁴/5 − … and φ_d = (2/5) r⁴ − …. Both are fixed at the origin and contain no information about decay at infinity. That condition selects w, whose r² coefficient is −2. Since φ_d has no r² term,

w = φ_d − 2φ_h inside rc.

The r³ term confirms this: −2(−1/2) = 1, which agrees with the expansion of −(2r² + r³)e^(−r).

Waves at fixed energies E0 and ε ≠ E0 do not span w. Applying h_1 − E0 to a combination c_1φ_h + c_2φ_ε gives c_2(ε − E0)φ_ε, which would have to equal −2r²e^(−r). But φ_ε is proportional to r²(1 − r/2 + …), whereas the source is proportional to r²(1 − r + …). The energy first enters the recursion at a_4, so 4a_3 = −2a_2 holds for every ε. Any finite combination of fixed-energy waves therefore has an r³ coefficient equal to −1/2 of its r² coefficient, while the source has the ratio −1, and the same mismatch remains. Having s and p waves is thus not enough to meet the condition of part (b): for the partial waves to span w inside rc, their span must contain a driven solution. Part (e) shows the errors that remain for two fixed-energy sets.

**(d) Projectors and proof**

Define, inside rc,

χ_h = (E0 − h̃_1) φ̃_h
χ_d = (E0 − h̃_1) φ̃_d − r ũ0
B_ij = ⟨φ̃_i|χ_j⟩_c
p_i = Σ_j χ_j (B⁻¹)_ji

B must be invertible. With the smooth functions of part (e) it is at rc = 1.0, 1.5 and 2.0 bohr, but not at every radius: det B changes sign between 4.75 and 5 bohr. Both χ vanish at rc, because there the smooth quantities and their second derivatives join the true ones. The definition gives ⟨φ̃_k|p_i⟩ = Σ_j B_kj (B⁻¹)_ji = δ_ki, and also Σ_i p_i B_ij = χ_j.

For the homogeneous wave the all-electron part of K vanishes:

K_kh = −⟨φ̃_k|(h̃_1 − E0)φ̃_h⟩_c = B_kh.

For the driven wave it equals −⟨φ_k|r u0⟩_c, which cancels the all-electron part of Z_k:

K_kd + Z_k = −⟨φ̃_k|(h̃_1 − E0)φ̃_d + r ũ0⟩_c = B_kd.

Now insert w̃ = c_h φ̃_h + φ̃_d inside rc. Moving all terms of the PAW equation to the left leaves

−c_h χ_h − χ_d + Σ_i p_i (c_h B_ih + B_id) = −c_h χ_h − χ_d + c_h χ_h + χ_d = 0.

This holds at each point, not merely on average. Outside rc the projectors vanish and the all-electron equation remains. Joining to the decaying w fixes c_h = −2 and c_d = 1. If the PAW operator is nonsingular, this solution is unique.

**(e) Polarizability and numbers**

In PAW form,

α = −(2/3) [∫₀^∞ ũ0 r w̃ dr + Σ_i Z_i c_i].

By the definition of Z_i, the sum equals ⟨u0|r w⟩_c − ⟨ũ0|r w̃⟩_c. It replaces the smooth integral inside rc by the true one, so α = 9/2 for every rc at which the construction is nonsingular.

For rc = 1.5 bohr, take ṽ = −1.25 + 0.37037 r² − 0.049383 r⁴ inside, which joins −1/r through the second derivative. The smooth p waves are r² times even polynomials of degree six, and ũ0 is r times such a polynomial; the four matching conditions fix the four coefficients. The numerical solution is not given the amplitudes; it returns c_h = −2.0000000 and c_d = 1.0000000. The smallest eigenvalue magnitude of the discretized operator is 0.3751 hartree, so it is not singular.

With Z_h = 0.013272 and Z_d = 0.00067068, the one-centre part is

−(2/3)[−2(0.013272) + 0.00067068] = 0.01725.

The smooth part is 4.48275, and the sum is 4.50000 bohr³, or 0.66683 Å³. For rc = 1.0 and 2.0 bohr the one-centre part changes to 0.00193 and 0.07394, while the total stays at 4.50000.

The rebuilding can be followed at r = 0.5 bohr. There w̃ = −0.346288, and the one-centre correction brings it to −0.379082. The closed form gives −(0.5 + 0.125)e^(−0.5) = −0.379082.

Omitting Z from both the source and the final integral gives 4.46622. The deficit, 0.03378, is nearly twice the one-centre part. To see why, note that D_ij − D_ji reduces, by partial integration, to the Wronskian term at rc of the true waves minus that of the smooth waves; these are equal because values and slopes join, so the PAW operator is symmetric. Write A for this operator, b = r ũ0 and ζ = Σp_iZ_i. Then w̃ = −A⁻¹(b + ζ) and α = (2/3)⟨b + ζ|A⁻¹(b + ζ)⟩. Removing ζ lowers this by

2 × (one-centre part) − (2/3)⟨ζ|A⁻¹ζ⟩.

The first term is 0.03450, so the term quadratic in ζ is about 0.0007.

With fixed-energy p waves, and projectors built from (ε_j − h̃_1)φ̃_j, the results for α in bohr³ are:

- rc = 1.0 bohr: 4.49989 with one wave at −0.5 hartree; 4.499999 with a second wave at 0.
- rc = 1.5 bohr: 4.49795 and 4.49998.
- rc = 2.0 bohr: 4.48585 and 4.49981.

A nearly correct α does not certify the response function. For two energies at rc = 1.5 bohr, α is off by 2 × 10⁻⁵, while the rebuilt w is off by up to 8 × 10⁻⁴, both being absolute differences from the closed forms in atomic units. Divided by α = 9/2 and by the largest |w|, about 2.3 near r = 2.56 bohr, they are about 5 × 10⁻⁶ and 3 × 10⁻⁴.

The energy itself offers a separate check. Diagonalizing the PAW Hamiltonian in the s and p channels, in a sphere of radius 30 bohr, gives a shift of −9.000413 × 10⁻⁶ hartree at F = 0.002. Thus −2ΔE/F² = 4.500206, and doubling the field gives 4.500826. The energy is even in F, so the leading error grows as F² and cancels in

(4 × 4.500206 − 4.500826)/3 = 4.50000.

The s and p channels suffice for this limit because ψ1 is purely p. They do not suffice for the F⁴ energy, to which d waves contribute. The numerical check that follows contains the complete set of values.

Numbers as computed

```
augmentation radius rc = 1.5 bohr
soft potential coefficients of r^0, r^2, r^4 (a.u.): [-1.25      0.37037  -0.049383]
soft u0 coefficients of r, r^3, r^5, r^7 (a.u.): [ 1.12611  -0.515988  0.121895 -0.011937]
homogeneous p wave, coefficients r^2..r^5: [ 1.   -0.5   0.2  -0.05]
driven p wave, coefficients r^2..r^6: [ 0.        0.        0.4      -0.266667  0.104762]
soft homogeneous wave, r^2, r^4, r^6, r^8: [ 0.77543  -0.153006  0.035907 -0.003378]
soft driven wave, r^2, r^4, r^6, r^8: [ 0.045602  0.199518 -0.030971  0.002655]
s channel: D = -0.209929, Q = 0.073043 (a.u.)
p channel D (hh, hd, dd; a.u.): -3.2227e-02 -9.6728e-03 1.4175e-03
p channel Q (hh, hd, dd; a.u.): 5.2768e-03 -6.0258e-04 -5.3960e-04
dipole corrections Z_h, Z_d (a.u.): 1.3272e-02 6.7068e-04
lowest PAW s level = -0.500000000 hartree
smallest |eigenvalue| of Sternheimer operator = 0.3751 hartree
projector amplitudes c_h, c_d = -2.0000000 1.0000000
alpha, smooth part = 4.4827514 a.u.
alpha, one-centre part = 0.0172486 a.u.
alpha, PAW total = 4.50000000 a.u.
alpha, closed form = 4.50000000 a.u.
alpha, all-electron radial solve = 4.50000000 a.u.
alpha, PAW total = 0.66683 cubic angstrom
alpha without dipole augmentation = 4.466219 a.u.
at r = 0.5 bohr: soft w = -0.346288, rebuilt w = -0.379082, closed form = -0.379082 (a.u.)
largest error of rebuilt w on the grid = 2.5e-09 a.u.
finite field F = 0.002 a.u.: energy shift = -9.000413e-06 hartree
finite field 2F: energy shift = -3.600660e-05 hartree
-2 shift/field^2 at F and 2F = 4.500206 4.500826 a.u.
alpha extrapolated to zero field = 4.500000 a.u.
fixed-energy p waves: one at -0.5, two at -0.5 and 0.0 hartree
rc = 1.0 bohr, driven set: smooth 4.498071, one-centre 0.001929 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49999927 a.u., largest error of rebuilt w = 1.0e-04 a.u.
   one energy: alpha = 4.49988803 a.u., largest error of rebuilt w = 1.1e-03 a.u.
rc = 1.5 bohr, driven set: smooth 4.482751, one-centre 0.017249 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49997938 a.u., largest error of rebuilt w = 7.9e-04 a.u.
   one energy: alpha = 4.49794781 a.u., largest error of rebuilt w = 7.9e-03 a.u.
rc = 2.0 bohr, driven set: smooth 4.426064, one-centre 0.073936 a.u.
   driven set: alpha = 4.50000000 a.u., largest error of rebuilt w = 2.5e-09 a.u.
   two energies: alpha = 4.49980581 a.u., largest error of rebuilt w = 3.2e-03 a.u.
   one energy: alpha = 4.48585241 a.u., largest error of rebuilt w = 2.9e-02 a.u.
```
